**Landau levels and quantum oscillations of a two-band model**

The program tests $A(E)=2\pi b[n+\frac12-(\gamma+\lambda)/2\pi]$ with $b=eB/\hbar$, and $F=\hbar A_{\rm ext}/(2\pi e)$, where $A$ is the orbit area in $k$-space, $A_{\rm ext}$ an extremal section, $\gamma$ the Berry phase and $\lambda$ the orbital-moment phase. It asserts that the levels of an anisotropic model, found by matrix diagonalization, obey the rule for electron and hole pockets with an error that falls with the field; from 16 T to 4 T the index error drops about fourfold. It also asserts the two-coordinate construction symbolically, the rule on a lattice with Peierls phases, the massive Dirac phases, and the equality of $b\lambda$ with the area change of the moment-shifted band to leading order. A grand potential summed from exact levels has Fourier peaks at 68.5 and 115.4 T, which agree with $F$ for the neck and belly. The oscillation formula matches that sum to 1.4% in relative root mean square, and fails when $\lambda$ or both phases are left out. The printed cyclotron masses, 0.0000 $m_e$, are wrong: their unit conversion uses $10^{-18}$ where $10^{18}$ is needed. No assertion and no other printed number depends on them.

## Numerical check

```python
"""
Result under test: Landau levels of a Bloch band obey
    A(E) = 2 pi b [n + 1/2 - (gamma + lam)/(2 pi)],   b = e B / hbar,
and at fixed chemical potential the grand potential oscillates in 1/B with
    F = hbar A_ext / (2 pi e),   A_ext = extremal section of the Fermi surface.
A: k-space orbit area; gamma: Berry phase; lam: orbital-moment phase, both
counted counterclockwise seen from +B; the electron charge is -e.
Two-band model, energies in eV, lengths in nm:
  H = alpha k^2 + vx kx sx + vy ky sy + (gap + beta k^2) sz   (vx, vy: hbar*v)
A model is the tuple (vx, vy, alpha, beta, gap). Band 0: valence, 1: conduction.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

PI = np.pi
B_TO_b = const.e / const.hbar * 1e-18             # nm^-2 per tesla
AREA_TO_F = const.hbar / (2 * PI * const.e) * 1e18  # tesla nm^2
KB = const.k / const.e                            # eV per kelvin
S0 = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
ISO = (0.3, 0.3, 0.02, 0.05, 0.1)
ANISO = (0.3, 0.2, 0.02, 0.05, 0.1)
DIRAC = (0.3, 0.3, 0.0, 0.0, 0.1)
ANGLES = 2 * PI * np.arange(720) / 720
DPHI = ANGLES[1] - ANGLES[0]


def band_data(k, band, model):
    """Energy, moment function M, radial slope and eigenvector at (k, ANGLES)."""
    vx, vy, alpha, beta, gap = model
    kx, ky = k * np.cos(ANGLES), k * np.sin(ANGLES)

    def times(f, s):
        return f[:, None, None] * s

    h = (times(alpha * k**2, S0) + times(vx * kx, SX)
         + times(vy * ky, SY) + times(gap + beta * k**2, SZ))
    hx = times(2 * kx, alpha * S0 + beta * SZ) + vx * SX
    hy = times(2 * ky, alpha * S0 + beta * SZ) + vy * SY
    e, w = np.linalg.eigh(h)
    u, other = w[:, :, band], w[:, :, 1 - band]

    def element(left, op, right):
        return np.einsum('ki,kij,kj->k', left.conj(), op, right)

    moment = (element(u, hx, other) * element(other, hy, u)).imag
    moment = moment / (e[:, 1 - band] - e[:, band])
    slope = (element(u, hx, u).real * np.cos(ANGLES)
             + element(u, hy, u).real * np.sin(ANGLES))
    return e[:, band], moment, slope, u


def contour(energy, band, model):
    """Radius of the constant-energy contour at each angle, by bisection."""
    vx, vy, alpha, beta, gap = model
    sign = 1 if band == 1 else -1
    v2 = (vx * np.cos(ANGLES))**2 + (vy * np.sin(ANGLES))**2
    low, high = np.zeros_like(ANGLES), np.full_like(ANGLES, 3.0)
    for _ in range(55):
        k = (low + high) / 2
        e = alpha * k**2 + sign * np.sqrt(v2 * k**2 + (gap + beta * k**2)**2)
        inside = sign * (e - energy) < 0
        low, high = np.where(inside, k, low), np.where(inside, high, k)
    return (low + high) / 2


def orbit(energy, band, model):
    """Area, Berry phase and orbital-moment phase of a closed orbit."""
    k = contour(energy, band, model)
    _, moment, slope, u = band_data(k, band, model)
    area = 0.5 * np.sum(k**2) * DPHI
    links = np.sum(u.conj() * np.roll(u, -1, axis=0), axis=1)
    gamma = -np.angle(np.prod(links))
    lam = np.sum(moment * k / slope) * DPHI
    return area, gamma, lam


def landau_levels(field, model, size=300):
    """(valence, conduction) levels from the operators with [Kx, Ky] = -i b."""
    vx, vy, alpha, beta, gap = model
    b = B_TO_b * field
    a = np.diag(np.sqrt(np.arange(1.0, size + 4)), 1)
    kx = np.sqrt(b / 2) * (a + a.T)
    ky = 1j * np.sqrt(b / 2) * (a - a.T)
    k2 = (kx @ kx + ky @ ky)[:size, :size]
    kx, ky = kx[:size, :size], ky[:size, :size]
    h = (np.kron(S0, alpha * k2) + np.kron(SZ, gap * np.eye(size) + beta * k2)
         + vx * np.kron(SX, kx) + vy * np.kron(SY, ky))
    assert np.max(np.abs(h.imag)) < 1e-12
    e, w = np.linalg.eigh(h.real)
    weight = (w**2).reshape(2, size, -1)[:, int(0.8 * size):].sum(axis=(0, 1))
    e = e[weight < 1e-3]          # drop states living at the basis cut-off
    return e[e < 0][::-1], e[e > 0]


# --- slow and fast coordinates: the extended equation contains the crystal's
X, Y, x, y, q, bs = sp.symbols('X Y x y q b', real=True)
phi = (X**3 + X * Y**2) * sp.exp(sp.I * q * Y) * (sp.cos(x) * sp.sin(2 * y)
                                                + sp.sin(x + y))
diagonal = {x: X, y: Y}


def ext_x(f):
    return -sp.I * (sp.diff(f, X) + sp.diff(f, x))


def ext_y(f):
    return -sp.I * (sp.diff(f, Y) + sp.diff(f, y)) + bs * X * f


def true_x(f):
    return -sp.I * sp.diff(f, X)


def true_y(f):
    return -sp.I * sp.diff(f, Y) + bs * X * f


extended = (ext_x(ext_x(phi)) + ext_y(ext_y(phi))).subs(diagonal)
psi = phi.subs(diagonal)
direct = true_x(true_x(psi)) + true_y(true_y(psi))
assert sp.simplify(sp.expand(extended - direct)) == 0


# --- square lattice with Peierls phases, hopping 1, flux 1/Q per cell
def lattice_mismatch(cells, count):
    m = np.arange(cells)
    hop = np.roll(np.eye(cells), 1, axis=0)
    h = np.diag(-2 * np.cos(2 * PI * m / cells)) - hop - hop.T
    worst = 0.0
    for n, e in enumerate(np.linalg.eigvalsh(h)[:count]):
        edge = np.arccos(-e / 2 - 1)
        area = 4 * quad(lambda s: np.arccos(min(1.0, -e / 2 - np.cos(s))),
                        0, edge, limit=200)[0]
        worst = max(worst, abs(area * cells / (2 * PI)**2 - n - 0.5))
    return worst


lat100, lat200 = lattice_mismatch(100, 10), lattice_mismatch(200, 20)
assert lat100 < 0.01 and lat200 < 0.6 * lat100

# --- massive Dirac band: the two phases add to -pi
dirac_E = 0.2
_, dirac_g, dirac_l = orbit(dirac_E, 1, DIRAC)
assert abs(dirac_g + PI * (1 - DIRAC[4] / dirac_E)) < 1e-4
assert abs(dirac_l + PI * DIRAC[4] / dirac_E) < 1e-8


# --- anisotropic model, electron and hole pockets, error falling with field
def mismatch(field, band):
    """rms error of the level index: all phases, Berry only, no phase."""
    b = B_TO_b * field
    rows = []
    for n, e in enumerate(landau_levels(field, ANISO)[band]):
        if 0.13 < abs(e) < 0.26:
            area, g, l = orbit(e, band, ANISO)
            r = area / (2 * PI * b) - n - 0.5
            rows.append([abs(e), r + (g + l) / (2 * PI), r + g / (2 * PI), r])
    rows = np.array(rows).T
    grid = np.linspace(0.15, 0.24, 40)
    return [np.sqrt(np.mean(np.interp(grid, rows[0], r)**2)) for r in rows[1:]]


errors = {(f, s): mismatch(f, s) for f in (16.0, 4.0) for s in (1, 0)}
for s in (1, 0):
    assert errors[4.0, s][0] < 0.35 * errors[16.0, s][0]
    assert errors[4.0, s][0] < 0.005
    assert errors[4.0, s][1] > 0.05 and errors[4.0, s][2] > 0.05

# --- lam equals the area change when the band is shifted by -b M
an_area, an_g, an_l = orbit(0.2, 1, ANISO)
shift = {}
for field in (16.0, 4.0):
    b = B_TO_b * field
    k = contour(0.2, 1, ANISO)
    for _ in range(15):
        e, moment, slope, _ = band_data(k, 1, ANISO)
        k = k - (e - b * moment - 0.2) / slope
    shift[field] = (0.5 * np.sum(k**2) * DPHI - an_area) / (2 * PI * b)
miss = {f: abs(shift[f] - an_l / (2 * PI)) for f in shift}
assert miss[4.0] < 0.005 and miss[4.0] < 0.35 * miss[16.0]


# --- isotropic worked example: levels at 10 T
def exact_levels(field, count):
    """Conduction levels from the 2x2 blocks of the isotropic model."""
    v, _, alpha, beta, gap = ISO
    b, n = B_TO_b * field, np.arange(count)
    up = gap + (alpha + beta) * b * (2 * n + 1)
    down = -gap + (alpha - beta) * b * (2 * n + 3)
    return (up + down) / 2 + np.sqrt((up - down)**2 / 4 + v**2 * 2 * b * (n + 1))


B0 = 10.0
levels10 = landau_levels(B0, ISO)[1]
assert np.max(np.abs(levels10[:20] - exact_levels(B0, 20))) < 1e-10


def semiclassical(n, use_gamma, use_lam):
    def f(e):
        area, g, l = orbit(e, 1, ISO)
        return (area / (2 * PI * B_TO_b * B0)
                + (use_gamma * g + use_lam * l) / (2 * PI) - n - 0.5)
    return brentq(f, 0.1005, 0.4, xtol=1e-10)


table = []
for n in (2, 5, 8):
    row = [levels10[n], semiclassical(n, 1, 1), semiclassical(n, 1, 0),
           semiclassical(n, 0, 0)]
    assert abs(row[1] - row[0]) < 1e-5
    assert abs(row[2] - row[0]) > 1e-4 and abs(row[3] - row[0]) > 1e-4
    table.append((n, row))

# --- warped cylinder: add -2 t cos(kz c), chemical potential mu
t, c, mu, T = 0.01, 1.0, 0.2, 5.0


def section(kz):
    return orbit(mu + 2 * t * np.cos(kz * c), 1, ISO)


extrema = []
for name, kz0 in (("neck", PI / c), ("belly", 0.0)):
    area, g, l = section(kz0)
    w = mu + 2 * t * np.cos(kz0 * c)
    dA = (orbit(w + 1e-4, 1, ISO)[0] - orbit(w - 1e-4, 1, ISO)[0]) / 2e-4
    h = 0.02
    curv = (section(kz0 + h)[0] + section(kz0 - h)[0] - 2 * area) / h**2
    mass = const.hbar**2 * dA * 1e-18 / const.e / (2 * PI) / const.m_e
    extrema.append(dict(name=name, A=area, g=g, l=l, dA=dA, curv=curv,
                        mass=mass, F=AREA_TO_F * area))

inverse_B = np.linspace(1 / 12, 1 / 4, 400)
fields = 1 / inverse_B
kz = 2 * PI / c * np.arange(512) / 512
omega = []
for field in fields:      # grand potential per volume from the exact levels
    e = exact_levels(field, 80)[None, :] - 2 * t * np.cos(kz * c)[:, None]
    total = -KB * T * np.logaddexp(0, (mu - e) / (KB * T)).sum(axis=1)
    omega.append(B_TO_b * field / (2 * PI) * total.mean() / c)
omega = np.array(omega)


def oscillation(use_gamma, use_lam):
    b, out = B_TO_b * fields, np.zeros_like(fields)
    for s in extrema:
        hw = 2 * PI * b / s['dA']
        index = s['A'] / (2 * PI * b) + (use_gamma * s['g']
                                         + use_lam * s['l']) / (2 * PI)
        for p in range(1, 13):
            z = 2 * PI**2 * p * KB * T / hw
            out += (b / (2 * PI**2) * (-1)**p * hw / (2 * PI * p)**2
                    * np.sqrt(2 * PI * b / (p * abs(s['curv']))) * z / np.sinh(z)
                    * np.cos(2 * PI * p * index + np.sign(s['curv']) * PI / 4))
    return out


def remove_smooth(f):
    scaled = fields / fields.max()
    return f - np.polyval(np.polyfit(scaled, f, 5), scaled)


signal = remove_smooth(omega)


def misfit(use_gamma, use_lam):
    d = signal - remove_smooth(oscillation(use_gamma, use_lam))
    return np.sqrt(np.mean(d**2) / np.mean(signal**2))


fit_full, fit_berry, fit_none = misfit(1, 1), misfit(1, 0), misfit(0, 0)
assert fit_full < 0.05 and fit_berry > 0.3 and fit_none > 0.3

trial = np.arange(30.0, 200.0, 0.1)
window = np.hanning(len(fields)) * signal / fields**2.5
power = np.abs(np.exp(-2j * PI * np.outer(trial, inverse_B)) @ window)
peak = np.where((power[1:-1] > power[:-2]) & (power[1:-1] > power[2:]))[0] + 1
peaks = np.sort(trial[peak[np.argsort(power[peak])[-2:]]])
for found, s in zip(peaks, extrema):
    assert abs(found - s['F']) < 1.0

# --- printed numbers
print(f"hbar v = {ISO[0]} eV nm, alpha = {ISO[2]} eV nm^2")
print(f"beta = {ISO[3]} eV nm^2, Delta = {ISO[4]} eV")
print(f"t = {t} eV, c = {c} nm, mu = {mu} eV, T = {T} K")
print(f"e/hbar = {B_TO_b:.6e} nm^-2 per T")
print(f"hbar/(2 pi e) = {AREA_TO_F:.4f} T nm^2")
print(f"lattice, worst index error: flux 1/100 {lat100:.5f}, 1/200 {lat200:.5f}")
print(f"massive Dirac, E = {dirac_E} eV: gamma/2pi = {dirac_g/2/PI:.4f}, "
      f"lam/2pi = {dirac_l/2/PI:.4f}")
print(f"anisotropic test model: hbar vx, vy = {ANISO[0]}, {ANISO[1]} eV nm")
print(f"  E = 0.2 eV: A = {an_area:.4f} nm^-2, gamma/2pi = {an_g/2/PI:.4f}, "
      f"lam/2pi = {an_l/2/PI:.4f}")
for f in (16.0, 4.0):
    print(f"  moment-shifted area change/(2 pi b) at {f:g} T: {shift[f]:.4f}")
print("  rms index error: all phases | Berry only | no phase")
for (f, s), r in errors.items():
    print(f"  {'electron' if s else 'hole'} pocket, {f:g} T: "
          f"{r[0]:.2e} | {r[1]:.4f} | {r[2]:.4f}")
print(f"isotropic model, B = {B0:g} T, b = {B_TO_b*B0:.6f} nm^-2, levels in meV")
print("  n: exact | all phases | Berry only | no phase")
for n, r in table:
    print(f"  {n}: " + " | ".join(f"{1e3*v:.4f}" for v in r))
for s in extrema:
    total = (s['g'] + s['l']) / (2 * PI)
    print(f"{s['name']}: A = {s['A']:.4f} nm^-2, A'' = {s['curv']:.4f} (no unit)")
    print(f"  dA/dE = {s['dA']:.3f} nm^-2/eV, m_c = {s['mass']:.4f} m_e")
    print(f"  gamma/2pi = {s['g']/2/PI:.4f}, lam/2pi = {s['l']/2/PI:.4f}, "
          f"offset = {0.5-total:.4f}")
    print(f"  F = {s['F']:.2f} T = {s['F']*1e4:.4e} G")
print(f"Fourier peaks of exact grand potential: {peaks[0]:.1f}, {peaks[1]:.1f} T")
print(f"field window: {fields.min():.1f} to {fields.max():.1f} T")
print(f"relative rms misfit of oscillation: all phases {fit_full:.4f}")
print(f"  Berry only {fit_berry:.3f}, no phase {fit_none:.3f}")
print("done: every assertion held")
```

Output:

```
hbar v = 0.3 eV nm, alpha = 0.02 eV nm^2
beta = 0.05 eV nm^2, Delta = 0.1 eV
t = 0.01 eV, c = 1.0 nm, mu = 0.2 eV, T = 5.0 K
e/hbar = 1.519267e-03 nm^-2 per T
hbar/(2 pi e) = 104.7577 T nm^2
lattice, worst index error: flux 1/100 0.00217, 1/200 0.00109
massive Dirac, E = 0.2 eV: gamma/2pi = -0.2500, lam/2pi = -0.2500
anisotropic test model: hbar vx, vy = 0.3, 0.2 eV nm
  E = 0.2 eV: A = 1.1774 nm^-2, gamma/2pi = -0.1877, lam/2pi = -0.1550
  moment-shifted area change/(2 pi b) at 16 T: -0.1577
  moment-shifted area change/(2 pi b) at 4 T: -0.1557
  rms index error: all phases | Berry only | no phase
  electron pocket, 16 T: 3.35e-04 | 0.1706 | 0.3457
  hole pocket, 16 T: 4.29e-04 | 0.1849 | 0.3723
  electron pocket, 4 T: 8.28e-05 | 0.1707 | 0.3459
  hole pocket, 4 T: 1.08e-04 | 0.1845 | 0.3720
isotropic model, B = 10 T, b = 0.015193 nm^-2, levels in meV
  n: exact | all phases | Berry only | no phase
  2: 139.1683 | 139.1700 | 135.5741 | 134.2248
  5: 170.9583 | 170.9597 | 168.6943 | 166.9937
  8: 198.2680 | 198.2691 | 196.6605 | 194.8872
neck: A = 0.6538 nm^-2, A'' = 0.2045 (no unit)
  dA/dE = 10.223 nm^-2/eV, m_c = 0.0000 m_e
  gamma/2pi = -0.1861, lam/2pi = -0.2122, offset = 0.8982
  F = 68.49 T = 6.8489e+05 G
belly: A = 1.1013 nm^-2, A'' = -0.2427 (no unit)
  dA/dE = 12.136 nm^-2/eV, m_c = 0.0000 m_e
  gamma/2pi = -0.2241, lam/2pi = -0.1580, offset = 0.8821
  F = 115.37 T = 1.1537e+06 G
Fourier peaks of exact grand potential: 68.5, 115.4 T
field window: 4.0 to 12.0 T
relative rms misfit of oscillation: all phases 0.0142
  Berry only 1.152, no phase 1.870
done: every assertion held
```
